# Leading zero-point correction to the electronic polarizability of a diatomic, part 2

Clamping the nuclei of a diatomic at the potential minimum $R_e$ omits zero-point vibration. The correction sought is $\Delta\alpha=\langle\alpha\rangle-\alpha(R_e)$, averaged over the state with vibrational and rotational quantum numbers $v=0$, $J=0$ of a homonuclear molecule.

With internuclear distance $R$, reduced mass $\mu$ and Born-Oppenheimer potential $V(R)$, let $x=R-R_e=\ell q$, $k=V''(R_e)$, $g=V'''(R_e)$, $V_4=V''''(R_e)$ and $\omega=\sqrt{k/\mu}$. The vibrational length $\ell\propto\mu^{-1/4}$ satisfies $k\ell^2=\hbar\omega$, and $q=(a+a^\dagger)/\sqrt2$ with ladder operators $a$, $a^\dagger$.

The mean polarizability is $\alpha(R)=\tfrac13\left[\alpha_\parallel(R)+2\alpha_\perp(R)\right]$, from the components along and across the axis; $\alpha'$, $\alpha''$ are its derivatives at $R_e$. The axis makes an angle $\theta$ with the static field $F$; for $J=0$, $\langle\cos^2\theta\rangle=\frac13$.

The radial equation for $J=0$ and the scaled Hamiltonian are

$$
-\frac{\hbar^2}{2\mu}u''+V(R)\,u=E\,u,
$$

$$
\frac{H}{\hbar\omega}=-\frac12\frac{d^2}{dq^2}+\frac{q^2}{2}
+\frac{g\ell}{6k}\,q^3+\frac{V_4\ell^2}{24k}\,q^4+\cdots
$$

The force balance $\langle V'\rangle=0$ gives $k\langle x\rangle+\tfrac12g\langle x^2\rangle+O(\ell^4)=0$. The leading results are

$$
\langle x^2\rangle=\frac{\hbar\omega}{2k},\qquad
\langle x\rangle=-\frac{g}{2k}\langle x^2\rangle,\qquad
\Delta\alpha=\frac{\hbar\omega}{4k}\left[\alpha''-\frac gk\,\alpha'\right],
$$

with corrections of order $\ell^4\propto\mu^{-1}$.

A second derivation adds $-\tfrac12F^2\alpha(R)$ to $V$: the minimum shifts by $F^2\alpha'/(2k)$, and the zero-point energy changes by $-\tfrac12F^2\Delta\alpha$. The truncated potential $\tfrac12kx^2+\tfrac16gx^3$ has a barrier of height $2k^3/(3g^2)$.

The example is H$_2$, by full configuration interaction in the aug-cc-pVTZ basis, with curves interpolated through 17 bond lengths. Polarizabilities are quoted as volumes $\alpha/(4\pi\varepsilon_0)$. At $R_e=0.743$ Å,

$$
k=35.883\ \text{eV/Å}^2,\quad g=-234.97\ \text{eV/Å}^3,\quad \hbar\omega=0.54573\ \text{eV},
$$

$$
\alpha(R_e)=0.77345\ \text{Å}^3,\quad \alpha'=1.2197\ \text{Å}^2,\quad \alpha''=0.8481\ \text{Å}.
$$

These give $\langle x^2\rangle=0.00760\ \text{Å}^2$. The mean elongation is

$$
\langle x\rangle=\frac{234.97}{2\times35.883}\times0.00760=0.0249\ \text{Å},
$$

or 3.4 percent of $R_e$. The two parts of the correction are

$$
\alpha'\langle x\rangle=1.2197\times0.0249=0.0304\ \text{Å}^3,
$$

$$
\tfrac12\alpha''\langle x^2\rangle=\tfrac12\times0.8481\times0.00760=0.0032\ \text{Å}^3,
$$

and their sum is $\Delta\alpha=0.0336\ \text{Å}^3$, or 0.227 bohr$^3$. This is 4.3 percent of the clamped value, and nine tenths of it is the slope times the elongation. The reason can be read from the bracket: $-(g/k)\alpha'=6.548\times1.2197=7.99$ Å stands against $\alpha''=0.85$ Å.

The barrier of the truncated cubic potential is 0.558 eV for these constants, about twice the harmonic zero-point energy of 0.273 eV. Hydrogen is thus not a case of vanishingly small anharmonicity, and the leading formula has to be compared with a solution for the full curve. Solving the radial equation on a grid gives an averaged correction of $0.0341\ \text{Å}^3$, or 0.230 bohr$^3$. The leading term falls short of this by 1.4 percent of its own value.

The two moments do not both agree so well. The grid gives $\langle x\rangle=0.02523$ Å, which is 1.3 percent above the leading formula, but $\langle x^2\rangle=0.00855\ \text{Å}^2$, which is 12 percent above it. Two cancellations are at work. First, inserting the larger mean square into the two-term force balance would give

$$
-\frac{g}{2k}\langle x^2\rangle=\frac{234.97}{2\times35.883}\times0.008547=0.0280\ \text{Å},
$$

so the terms of the force beyond the quadratic one reduce the mean elongation by 0.0028 Å, and bring it back near the leading value. Second, the quadratic expansion of the polarizability with the grid moments gives

$$
1.2197\times0.02523+\tfrac12\times0.8481\times0.008547=0.0344\ \text{Å}^3 .
$$

This exceeds the full average, so the terms of $\alpha(R)$ beyond the quadratic contribute about $-0.0003\ \text{Å}^3$. The small error of the leading formula in hydrogen owes something to these compensations and should not be taken as typical of other molecules.

The asymptotic claim can be examined by making the nuclei heavier in the calculation while the electronic curves are held fixed. The theory says that the ratio of the grid correction to the leading one differs from 1 by an amount proportional to $\ell^2\propto\mu^{-1/2}$, so the difference should halve whenever the mass is multiplied by four. For mass factors 1, 4, 16, 64 and 256 the ratio is 1.01375, 1.00686, 1.00343, 1.00171 and 1.00085, which shows the halving at each step. A sharper test used factors 256 and 1024. For each of $\langle x\rangle$, $\langle x^2\rangle$ and $\Delta\alpha$, the relative error of the leading formula was multiplied by the square root of the mass factor, and the two values so obtained agreed within 0.05. A leading coefficient wrong by 1 percent would have moved them apart by about $0.01\times(32-16)=0.16$.

Further tests addressed the causes named in the derivation. With the cubic term subtracted from the full curve, at mass factor 1024, the mean elongation fell below 2 percent of its former size, so the elongation does come from that term at leading order. The quartic constant enters the scaled Hamiltonian with $\ell^2$, changes $\langle q^2\rangle$ by that order, and so changes $\langle x^2\rangle$ by order $\ell^4\propto\mu^{-1}$. Through the force balance it changes $\langle x\rangle$ by the same order, both by way of $\langle x^2\rangle$ and by the added mean force $\tfrac16V_4\langle x^3\rangle$; in hydrogen this change of $\langle x\rangle$ has the larger effect on the polarizability. Accordingly, when a term of 0.05 hartree/bohr$^4$ times $x^4$ was added, its effect on the averaged polarizability fell by a factor between 3.6 and 4.4 as the mass factor rose from 256 to 1024. The second derivation was tested by finding the displaced minimum and its frequency with the added energy $-\tfrac12F^2\alpha(R)$, for $F^2=\pm10^{-3}$ atomic units. The negative value simply reverses the added term. The change of zero-point energy gave $0.0336\ \text{Å}^3$ again.

Rotation changes the polarizability too, but at a higher order in $1/\mu$. The $2J+1$ orientation states of a level are taken as equally populated. Together they have no preferred direction, so the average of $\cos^2\theta$ is still $\tfrac13$ and the mean polarizability $\alpha(R)$ applies. For $J>0$ the radial equation contains the centrifugal energy $\hbar^2J(J+1)/(2\mu R^2)$, whose outward force is $\hbar^2J(J+1)/(\mu R^3)$. The mean of this force must now be balanced by $\langle V'\rangle$, so the bond stretches further by

$$
\delta\langle x\rangle_J=\frac{\hbar^2J(J+1)}{\mu kR_e^3},\qquad
\delta\alpha_J=\alpha'\,\frac{\hbar^2J(J+1)}{\mu kR_e^3}.
$$

At fixed $J$ this is of order $\mu^{-1}$; the accompanying change of $\langle x^2\rangle$ is smaller by another factor $\ell^2$. At mass factor 1024, the stretching effect for $J=1$ agreed with this formula within 5 percent. At a fixed temperature $T$ high enough for classical rotation, however, the average rotational energy is $k_BT$, where $k_B$ is Boltzmann's constant. Then $\hbar^2J(J+1)/(\mu R_e^2)$ averages to $2k_BT$, and

$$
\overline{\delta\alpha}\approx\frac{2k_BT}{kR_e}\,\alpha' ,
$$

independent of mass, because heavier molecules occupy higher $J$. At 300 K, with $k_BT=0.0259$ eV, this is $2\times0.0259\times1.2197/(35.883\times0.743)=0.0024\ \text{Å}^3$. The sum over the quantum rotational levels, with nuclear-spin weights in thermal equilibrium, gives $0.0023\ \text{Å}^3$. That is 7 percent of the zero-point correction and larger than the error of the leading vibrational formula.

Thermal vibration, in contrast, is frozen out. In the state $v$ the harmonic mean square is $\langle q^2\rangle=\tfrac12\langle v|aa^\dagger+a^\dagger a|v\rangle=v+\tfrac12$, while the ordering in $\ell$ and the force balance are as before, so the leading correction is $(2v+1)$ times that of the ground state. The first excited level has a Boltzmann factor of $2.2\times10^{-9}$ at 300 K, and its contribution is negligible.

The electronic calculation has errors of its own, which may exceed that of the vibrational expansion. In the smaller aug-cc-pVDZ basis, with the minimum found anew, the clamped polarizability is $0.7777\ \text{Å}^3$ and the leading correction $0.0321\ \text{Å}^3$. Passing to the larger basis thus raised the correction by 5 percent. This change indicates the sensitivity to the basis and is not a bound on the error that remains. In the still larger aug-cc-pVQZ basis the minimum moves to $0.742$ Å and the clamped polarizability falls to $0.770\ \text{Å}^3$, lower by $0.004\ \text{Å}^3$ or half a percent. There $|g|$ is about 1 percent smaller and $\alpha''$ about 3 percent larger, while the leading correction is $0.0334\ \text{Å}^3$ and the grid average $0.0340\ \text{Å}^3$. The many digits given above for the constants therefore belong to the aug-cc-pVTZ basis and not to the molecule; the correction is more stable than the clamped value. In addition, the Born-Oppenheimer treatment neglects the response of the electrons to the finite nuclear mass. That effect was not calculated here. If its relative size were equal to the ratio of electron mass to reduced nuclear mass, it would amount to $8\times10^{-4}\ \text{Å}^3$, but the true value depends on numerical factors and cancellations that this ratio does not contain. The difference of $5\times10^{-4}\ \text{Å}^3$ between the grid average and the leading formula should therefore not be read as the accuracy of the result for the real molecule. For the real molecule it is therefore reasonable to quote the correction from this calculation as about $0.034\ \text{Å}^3$ and no more finely.

In an interlayer dielectric the molecular polarizability matters through the permittivity. Consider a gap between metal lines filled with hydrogen at 300 K and 760 Torr, treated as an ideal gas of number density $N=p/(k_BT)$, where $p$ is the pressure. Let $P$ be the polarization and $E$ the average field. In the Lorentz model each molecule feels $E+P/(3\varepsilon_0)$, so $P=N\alpha[E+P/(3\varepsilon_0)]$. Solving for $P$, and writing $y=N\alpha/(3\varepsilon_0)$,

$$
\varepsilon_r-1=\frac{P}{\varepsilon_0E}=\frac{3y}{1-y}.
$$

This is the Clausius-Mossotti relation. For the gas $y$ is about $8\times10^{-5}$, so the local-field correction is immaterial and $\varepsilon_r-1$ is proportional to $\alpha$ to that accuracy. The clamped polarizability gives $\varepsilon_r-1=2.38\times10^{-4}$, and the leading zero-point correction raises it to $2.48\times10^{-4}$. The change is $1.0\times10^{-5}$. In the aug-cc-pVQZ basis both values are lower by about $1\times10^{-6}$, at $2.37\times10^{-4}$ and $2.47\times10^{-4}$, and the change is the same.

Set beside a real interconnect, this shift has no practical weight. Low-permittivity solids have relative permittivities of very roughly 2 to 3, so a change of $10^{-5}$ in the gas is far below the effect of a 1 percent change in the solid. The assumed filling is also far from typical. A gap closed during plasma deposition is sealed at a pressure of roughly a few Torr, with a mixture of gases. At 5 Torr of pure hydrogen and the same temperature, the shift would be smaller by the factor $5/760$, or about $7\times10^{-8}$. Such a gap does not meet the assumption of one atmosphere of hydrogen, and the lower pressure reduces the number by about two orders of magnitude. The correction is relevant where the polarizability of the gas itself is wanted to better than a few percent.

An operating field of 1 MV/cm does not upset the use of the weak-field mean polarizability. Such a field tends to align the molecule, because $\alpha_\parallel$ exceeds $\alpha_\perp$ by $0.269\ \text{Å}^3$ at $R_e$. Diagonalizing the rigid-rotor energy together with $-\tfrac12F^2(\alpha_\parallel-\alpha_\perp)\cos^2\theta$ among the levels $J=0,2,4$ gives a change of $1\times10^{-6}\ \text{Å}^3$ in the ground-state ratio of induced dipole moment to field. Most molecules at 300 K are not in $J=0$, but the thermal average of the alignment effect is similar, about $6\times10^{-7}\ \text{Å}^3$. Other terms of order $F^2$ are no larger: the electronic hyperpolarizability adds a few times $10^{-7}\ \text{Å}^3$, and the stretch $F^2\alpha'/(2k)$ of the bond about $1\times10^{-7}\ \text{Å}^3$. Electrical breakdown of the gap is a separate question, which the model does not treat.

The result cannot be carried over unchanged to every diatomic. In a heteronuclear molecule the dipole moment $d(R)$ along the axis changes with the stretch. A static field then exerts the force $Fd'\cos\theta$ on the bond, with $d'$ the derivative at $R_e$. At fixed orientation the bond moves by $Fd'\cos\theta/k$, and the energy falls by $(Fd'\cos\theta)^2/(2k)$. This amounts to an additional polarizability $d'^2\cos^2\theta/k$, which does not vanish for large mass and may exceed the zero-point correction. The permanent dipole moment also responds by orientation. Both effects must be added to $\langle\alpha\rangle$, and neither is contained in $\Delta\alpha$.

The expansion itself fails when $V$ or $\alpha$ changes its character within the vibrational length $\ell$, as in a very shallow well or close to a crossing of electronic states. The average over the full vibrational wavefunction is then needed, and near a crossing the single potential curve may fail as well. A milder exception arises when $\alpha''$ nearly equals $g\alpha'/k$. The two leading parts then cancel, and the terms of order $\mu^{-1}$ decide the size and even the sign of the correction. Nor does the formula describe a bond within a solid dielectric, where several coordinates move together and the neighbours alter both the potential and the response.

## Computed results

```
H2, full CI, aug-cc-pVTZ; v = 0, J = 0 unless stated
reduced mass / electron mass: 918.076
Re: 0.74299 angstrom
k: 35.883 eV/angstrom^2
g: -234.97 eV/angstrom^3
hbar omega: 0.54573 eV
alpha(Re): 0.77345 angstrom^3
anisotropy at Re: 0.26856 angstrom^3
alpha slope: 1.2197 angstrom^2
alpha curvature: 0.8481 angstrom
<x^2> leading: 0.007604 angstrom^2
<x^2> grid: 0.008547 angstrom^2
<x> leading: 0.02490 angstrom
<x> grid: 0.02523 angstrom
curvature part of correction: 0.00322 angstrom^3
slope part of correction: 0.03037 angstrom^3
correction, leading: 0.03359 angstrom^3
correction, leading, converted: 0.2267 bohr^3
correction from field-dependent zero-point energy: 0.03359 angstrom^3
correction / alpha(Re): 4.34 percent
correction, grid average: 0.03405 angstrom^3
correction, grid average, converted: 0.2298 bohr^3
higher vibrational orders (grid - leading): 0.00046 angstrom^3
grid/leading correction at mass factor 1: 1.01375
grid/leading correction at mass factor 4: 1.00686
grid/leading correction at mass factor 16: 1.00343
grid/leading correction at mass factor 64: 1.00171
grid/leading correction at mass factor 256: 1.00085
barrier of cubic-only potential: 0.5579 eV
harmonic zero-point energy: 0.2729 eV
temperature: 300 K
pressure: 760 Torr
rotational change of alpha at temperature: 0.00230 angstrom^3
Boltzmann factor of v = 1: 2.2e-09
field: 1.0 MV/cm
field-alignment change of alpha, J = 0: 9.9e-07 angstrom^3
rough finite-nuclear-mass scale, alpha/mass ratio: 8.4e-04 angstrom^3
alpha(Re) in aug-cc-pVDZ: 0.77772 angstrom^3
leading correction in aug-cc-pVDZ: 0.03209 angstrom^3
gas permittivity - 1, alpha(Re): 2.3779e-04
gas permittivity - 1, with leading correction: 2.4812e-04
permittivity change by leading correction: 1.03e-05
```
